# Fast rotation of a dihydrogen ligand and the T1-minimum distance

To turn a measured minimum of the proton relaxation time $T_1$ into the H–H distance of a dihydrogen complex, there are two limiting coefficients:

$$r=C\left(\frac{T_{1,\min}/\mathrm{s}}{\nu/\mathrm{MHz}}\right)^{1/6},\qquad C=5.817\ \text{Å}\ \text{or}\ 4.617\ \text{Å}.$$

The first belongs to a ligand that is rigid in the molecule, the second to one that rotates fast about an axis perpendicular to H–H. The choice changes the inferred distance by a factor 0.794. The theorem below gives the conditions for the second coefficient, and the last section shows what replaces it when some of them fail.

## Setting and theorem

SI formulas are used, with distances quoted in Å. Two protons with spins $\mathbf I_1,\mathbf I_2$ (in units of $\hbar$) are separated by $r$ along the unit vector $\mathbf n$. Let

$$b=\frac{\mu_0\gamma^2\hbar}{4\pi},\qquad K=\frac{b}{r^3},\qquad j(w)=\frac{\tau_c}{1+w^2\tau_c^2},$$

where $\gamma$ is the proton gyromagnetic ratio, $\omega=2\pi\nu$ the Larmor frequency and $\tau_c$ the tumbling time defined in Lemma 3. The assumptions are:

1. The distance $r$ is fixed, both protons have the same Larmor frequency, and their mutual dipolar coupling is the sole cause of relaxation.
2. The molecule tumbles isotropically, with successive rotations independent of one another and of the internal motion.
3. $K\tau_c\ll1$ and $\hbar\omega\ll k_BT$, so second-order perturbation theory and equal upward and downward transition rates apply.
4. H–H turns about a molecule-fixed axis perpendicular to it. If $\Delta(t)$ is the angle turned in time $t$, then $\langle\cos2\Delta(t)\rangle=e^{-t/\tau_i}$.
5. The turning is fast: $\tau_i\ll\tau_c$ and $\omega^2\tau_c\tau_i\ll1$.

**Theorem.** Under these assumptions $1/T_1$ is one quarter of its value for a ligand rigid in the molecule, at the same $r$ and $\tau_c$. The $T_1$ minimum stays at the same $\omega\tau_c$, and for one given $T_{1,\min}$

$$\frac{r_{\rm fast}}{r_{\rm rigid}}=\left(\frac14\right)^{1/6}=0.794 .$$

Rotation does not shorten the bond. It weakens the relaxation, so a given measured rate requires closer protons.

## Relaxation of the pair

**Lemma 1.** With $\mathbf S=\mathbf I_1+\mathbf I_2$, the dipolar Hamiltonian is

$$\frac{H_D}{\hbar}=K\left[\tfrac12\mathbf S^2-\tfrac32(\mathbf S\cdot\mathbf n)^2\right].$$

*Proof.* The energy of two dipoles $\gamma\hbar\mathbf I_1,\gamma\hbar\mathbf I_2$ gives $H_D/\hbar=K[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)]$. For spin one half, $\mathbf I_k^2=3/4$ and $(\mathbf I_k\cdot\mathbf n)^2=1/4$. Squaring the total spin therefore gives

$$\mathbf I_1\cdot\mathbf I_2=\tfrac12\mathbf S^2-\tfrac34,\qquad(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)=\tfrac12(\mathbf S\cdot\mathbf n)^2-\tfrac14 .$$

On insertion the constants $-3/4$ and $+3/4$ cancel. ∎

The Hamiltonian commutes with $\mathbf S^2$ and vanishes in the singlet, so relaxation takes place within the triplet states $M=1,0,-1$. The term in $\mathbf S^2$ is constant there and causes no transitions.

**Lemma 2.** For a ligand with correlation function $e^{-t/\tau_c}$,

$$\frac1{T_1}=\frac3{10}K^2\left[j(\omega)+4j(2\omega)\right].$$

*Proof.* Let $p_M$ be the deviations of the populations from equilibrium, $W_1$ the rate between neighbouring levels and $W_2$ the rate between $M=\pm1$. Then

$$\dot p_1=-W_1(p_1-p_0)-W_2(p_1-p_{-1}),$$
$$\dot p_{-1}=-W_1(p_{-1}-p_0)-W_2(p_{-1}-p_1).$$

Subtraction removes $p_0$. The longitudinal magnetization is proportional to $p_1-p_{-1}$, which decays at the rate $1/T_1=W_1+2W_2$. Coherences do not feed the populations, because averaging over isotropic orientations leaves symmetry about the field.

For the matrix elements, let $\theta,\varphi$ be the polar angles of $\mathbf n$ relative to the field:

$$\mathbf S\cdot\mathbf n=S_z\cos\theta+\tfrac12\sin\theta\,(S_+e^{-i\varphi}+S_-e^{i\varphi}).$$

The part of its square that lowers $M$ by one is $\tfrac12\sin\theta\cos\theta\,e^{i\varphi}(S_zS_-+S_-S_z)$. Since $S_-|1\rangle=\sqrt2|0\rangle$ and $S_z|0\rangle=0$, its element from $|1\rangle$ to $|0\rangle$ has modulus $\sin\theta\cos\theta/\sqrt2$. From $|0\rangle$ to $|-1\rangle$ the sign changes but the modulus does not. The part that lowers $M$ by two is $\tfrac14\sin^2\theta\,e^{2i\varphi}S_-^2$. With $S_-^2|1\rangle=2|-1\rangle$, its modulus is $\tfrac12\sin^2\theta$.

Over the sphere $\langle\cos^2\theta\rangle=1/3$ and $\langle\cos^4\theta\rangle=1/5$. The mean squares are therefore

$$\tfrac12\left(\tfrac13-\tfrac15\right)=\tfrac1{15},\qquad\tfrac14\left(1-\tfrac23+\tfrac15\right)=\tfrac2{15}.$$

In first order the transition amplitude is $-i\int_0^tV(t')e^{iwt'}dt'$, where $V$ is the matrix element of $-\tfrac32K(\mathbf S\cdot\mathbf n)^2$ and $w$ the level separation. Its mean square, for $t\gg\tau_c$, grows as $t$ times the Fourier integral of $\langle V(t)V^*(0)\rangle$. For an exponential correlation function that integral is $\langle|V|^2\rangle\int_{-\infty}^{\infty}e^{-|t|/\tau_c}\cos wt\,dt=2\langle|V|^2\rangle j(w)$. Hence

$$W_1=\tfrac94K^2\cdot\tfrac1{15}\cdot2j(\omega)=\tfrac3{10}K^2j(\omega),$$
$$W_2=\tfrac94K^2\cdot\tfrac2{15}\cdot2j(2\omega)=\tfrac35K^2j(2\omega),$$

and $W_1+2W_2$ is the stated rate. ∎

For another normalized correlation function $C(t)$, the same proof holds with $j(w)$ replaced by $J(w)=\int_0^\infty C(t)\cos wt\,dt$.

## Rotation inside a tumbling molecule

**Lemma 3.** If $\mathbf n(t)$ is expressed in the molecular frame, the correlation function of the matrix elements in Lemma 2 is

$$C(t)=e^{-t/\tau_c}\left\langle P_2\big(\mathbf n(0)\cdot\mathbf n(t)\big)\right\rangle,\qquad P_2(x)=\frac{3x^2-1}{2}.$$

*Proof.* The elements are second-rank spherical harmonics $F_m$ of the laboratory direction $Q R_0\mathbf n(t)$. Here $R_0$ is the initial orientation of the molecule and $Q$ the rotation accumulated since. Isotropic tumbling gives $Q$ no preferred axis, so the average of its second-rank rotation matrix commutes with every rotation. By Schur's lemma this average is a number $c(t)$ times the unit matrix. Successive rotations are independent, so $c(t+s)=c(t)c(s)$ and $c(t)=e^{-t/\tau_c}$, which defines $\tau_c$.

It remains to average $F_m(R_0\mathbf u)F_m^*(R_0\mathbf v)$ over uniform $R_0$. The result is a second-rank harmonic in $\mathbf u$ and is unchanged by rotations about $\mathbf v$, so it is proportional to $P_2(\mathbf u\cdot\mathbf v)$. At $\mathbf u=\mathbf v$ it is the mean square, and $P_2(1)=1$ fixes the normalization. ∎

**Lemma 4.** Under assumption 4,

$$C(t)=e^{-t/\tau_c}\left(\tfrac14+\tfrac34e^{-t/\tau_i}\right).$$

*Proof.* As H–H is perpendicular to its axis, $\mathbf n(0)\cdot\mathbf n(t)=\cos\Delta$. Using $\cos^2\Delta=(1+\cos2\Delta)/2$,

$$P_2(\cos\Delta)=\tfrac34(1+\cos2\Delta)-\tfrac12=\tfrac14+\tfrac34\cos2\Delta .$$

Averaging and inserting the result in Lemma 3 completes the proof. ∎

The constant $1/4$ comes from the part of the coupling that survives rotation: a tensor along the rotation axis with amplitude $P_2(0)=-1/2$. Relaxation depends on the square of this amplitude.

**Which motions qualify.** Let $\phi$ be the ligand angle. Quarter-turn jumps at rate $k$ in each direction reverse $e^{2i\phi}$, so its mean obeys $\dot z=2k(-z-z)=-4kz$ and $\tau_i=1/(4k)$. Half-turn jumps leave $e^{2i\phi}$ unchanged, so they do not reduce relaxation at any rate. They merely reverse $\mathbf n$, and $(\mathbf S\cdot\mathbf n)^2$ is even in $\mathbf n$. Frequent rotation is therefore insufficient; the motion must also average $e^{2i\phi}$ to zero.

## Proof of the theorem

Define $1/\tau_1=1/\tau_c+1/\tau_i$ and $j_1(w)=\tau_1/(1+w^2\tau_1^2)$. Lemma 4 gives $J=\tfrac14j+\tfrac34j_1$, so the rate is one quarter of the rigid rate times $1+\epsilon$, with

$$\epsilon=3\,\frac{j_1(\omega)+4j_1(2\omega)}{j(\omega)+4j(2\omega)} .$$

The numerator of the fraction is at most $5\tau_1<5\tau_i$. Replacing $\omega^2$ by $4\omega^2$ in $j(\omega)$ shows that the denominator is at least $5\tau_c/(1+4\omega^2\tau_c^2)$. Thus

$$\epsilon<3\left(\frac{\tau_i}{\tau_c}+4\omega^2\tau_c\tau_i\right),$$

which is small by assumption 5. This proves the factor of four.

For the minimum, set $x=\omega\tau_c$ and

$$g(x)=\frac{x}{1+x^2}+\frac{4x}{1+4x^2}.$$

The rate in either limit is $1/T_1=\tfrac3{10}K^2Fg(x)/\omega$, with $F=1$ for the rigid ligand and $F=1/4$ for the fast one. The constant $F$ does not move the maximum of $g$. With $y=x^2$, the condition $g'(x)=0$ reads

$$\frac{1-y}{(1+y)^2}+\frac{4(1-4y)}{(1+4y)^2}=0 .$$

Multiplication by both denominators gives

$$(1-y)(1+4y)^2+4(1-4y)(1+y)^2=0 .$$

The two products are $1+7y+8y^2-16y^3$ and $4-8y-28y^2-16y^3$, so

$$5-y-20y^2-32y^3=0 .$$

The left side falls steadily for $y>0$ and has one positive root, $y=0.3792$. Since $g$ is positive and tends to zero at both ends, this is its maximum: $x=0.6158$, $g_{\max}=1.4252$. Solving for the distance,

$$r=\left(\frac{3b^2g_{\max}F\,T_{1,\min}}{10\,\omega}\right)^{1/6}.$$

At fixed $T_{1,\min}$ and $\omega$, $r$ is proportional to $F^{1/6}$, which gives the stated ratio. ∎

**Remark 1 (the two sides of the minimum).** For $\omega\tau_c\ll1$ the rate is $\tfrac32K^2F\tau_c$, and the quarter requires $\tau_i\ll\tau_c$. For $\omega\tau_c\gg1$ the bracket $j(\omega)+4j(2\omega)$ tends to $2/(\omega^2\tau_c)$, and the rate falls as $\tau_c$ grows. The contribution of the internal motion does not fall with it, which is why $\omega^2\tau_c\tau_i\ll1$ is needed as well. In the opposite limit, $\tau_i\gg\tau_c$, one has $\tau_1\to\tau_c$ and the full rigid rate returns.

**Remark 2 (a second field).** In both limits $T_{1,\min}$ is proportional to $\omega$. Within this model, measuring the minimum at another field does not tell them apart; each measurement gives the combination $r^6/F$.

## Worked example

Take $T_{1,\min}=20$ ms at 400 MHz and 220 K. The minimum lies at $\tau_c=0.6158/\omega=0.245$ ns. With $(0.020/400)^{1/6}=0.192$,

$$r_{\rm rigid}=5.817\times0.192=1.117\ \text{Å},\qquad r_{\rm fast}=4.617\times0.192=0.886\ \text{Å}.$$

Here $K\tau_c=2.7\times10^{-4}$ at the shorter distance, so the perturbation expansion is well justified.

A stochastic Liouville calculation provides an independent test. Both spins evolve under their full coupling while the molecular frame is randomly reoriented at rate $1/\tau_c$; the relaxation formula is not used. At this $\tau_c$ it gives 20.00 ms for a rigid pair at $r_{\rm rigid}$ and 5.00 ms for a rigid pair at $r_{\rm fast}$. Half-turn jumps at $r_{\rm fast}$ leave 5.00 ms. Quarter-turn jumps with $\tau_i/\tau_c=0.001$ raise it to 19.87 ms, a factor 3.974. The shortfall from 4 is the finite jump time: at the minimum, to leading order, $\epsilon=15\omega\tau_i/g_{\max}=0.0065$, and $4/1.0065=3.974$.

## When the factor is not one quarter

**Proposition (hindered rotor).** If the angle explores its equilibrium distribution fast, then

$$F=\tfrac14+\tfrac34|\eta|^2,\qquad\eta=\langle e^{2i\phi}\rangle .$$

*Proof.* After a time long compared with the internal motion but short compared with $\tau_c$, the initial and final angles are independent. Then $\langle\cos2(\phi-\phi')\rangle={\rm Re}\,(\eta\eta^*)=|\eta|^2$, and the identity in Lemma 4 gives $F$. ∎

Since $0\le|\eta|\le1$, $F$ lies between $1/4$ and 1, and the two coefficients bracket the distance as long as H–H stays perpendicular to its axis. A potential with fourfold symmetry has $\eta=0$ and keeps the quarter, provided the exploration is fast as assumed. For a twofold barrier $V=\tfrac12V_2(1-\cos2\phi)$, the classical weight is proportional to $e^{a\cos2\phi}$ with $a=V_2/(2k_BT)$. Hence $\eta=I_1(a)/I_0(a)$, a ratio of modified Bessel functions that rises from 0 for a free rotor to 1 for a high barrier.

Hydrogen is light enough for a quantum estimate to matter. The nuclear triplet requires a spatial state that is odd under exchange of the protons, hence odd angular momentum $m$ about the axis. A planar rotor restricted to odd $m$, with its moment of inertia held at the value for $r_{\rm fast}$ and fast exchange among its levels, gives at 220 K:

- $V_2=4$ kJ/mol: $\eta=0.41$, $F=0.37$, $r=0.95$ Å (classically 0.97 Å).
- $V_2=8$ kJ/mol: $\eta=0.64$, $F=0.56$, $r=1.01$ Å (classically 1.04 Å).

If the moment of inertia is instead taken at the inferred distance, the first case has $F=0.38$ and still $r=0.95$ Å, and the second moves to $\eta=0.66$, $F=0.58$, $r=1.02$ Å.

**Other corrections.** Each is applied separately to $r_{\rm fast}=0.886$ Å, with the measured minimum held fixed.

- *Finite rotation time.* With $\tau_i$ held fixed while $\tau_c$ is varied through the minimum, $r$ becomes 0.890 Å for $\tau_i=1$ ps and 0.920 Å for 10 ps. If $\tau_i$ lengthens together with $\tau_c$, the term $\tfrac34j_1$ can produce a second, deeper minimum near $\omega\tau_1\approx0.6$, to which these numbers do not apply. The thermal time to turn through one radian is only 0.05 ps for a free rotor, but this is not $\tau_i$. In the nuclear triplet the states $m=1$ and $m=-1$ of a free rotor have the same energy and are connected by $e^{2i\phi}$, so their part of the correlation does not decay in an isolated rotor. The surroundings must exchange the rotor among its levels or disturb the relative phase of these two states. The correction is small if this makes $\tau_i$ about 1 ps or less.
- *Tilt.* If H–H makes an angle $\beta$ with the axis, two independent positions have $\mathbf n\cdot\mathbf n'=\cos^2\beta+\sin^2\beta\cos\Delta$. The mean square is $\cos^4\beta+\tfrac12\sin^4\beta$, which gives $F=P_2(\cos\beta)^2$. At $\beta=85^\circ$, $F=0.239$ and $r=0.88$ Å. If $\beta$ instead swings rapidly about $90^\circ$, independently of the rotation, the surviving amplitude is the average of $P_2(\cos\beta)$ and $F=\langle P_2(\cos\beta)\rangle^2$. A Gaussian swing with a root-mean-square size of $10^\circ$ gives $F=0.208$ and $r=0.86$ Å.
- *Other protons.* Four static neighbours at 2.6 Å, treated as independent pairs, supply 1.25 s⁻¹ of the total 50 s⁻¹. Subtracting this gives $r=0.890$ Å.
- *Anisotropic tumbling.* Suppose the molecule diffuses twice as fast about the rotor axis as about the perpendicular axes. The surviving tensor lies along that axis and keeps a single decay time, so $r_{\rm fast}$ is unchanged. The rigid distance falls to 1.113 Å, and the ratio becomes 0.796.

**Comparison with real complexes.** The input values are round numbers in the rough range of octahedral ruthenium(II) hydride–dihydrogen cations with chelating phosphines; they do not describe one particular compound. An assumption open to doubt in such complexes is the absence of a twofold barrier, because two chelating ligands need not present a fourfold environment to H₂. Barriers of a few kJ/mol are plausible in rough terms. For the two barriers above, the quantum estimate lies 7% and 14–15% above $r_{\rm fast}$, more than any other correction given a number above. The coefficient 4.617 Å is therefore justified when H–H stays close to perpendicular to its axis, the twofold part of the barrier is small compared with $k_BT$, and the correlation $\langle\cos2\Delta\rangle$ decays fast in the sense of assumption 5. If only the last two conditions fail, 0.886 and 1.117 Å are limiting values within this model as long as $\langle\cos2\Delta\rangle$ decays as a sum of exponentials with positive weights (an undamped oscillation near $\omega$ or $2\omega$, as from a very weakly split $m=\pm1$ pair, can push the rate above the rigid maximum), and a distance between them requires an estimate of $\eta$ and, if the rotation is not fast, of $\tau_i$. The distance is also not fixed in a real ligand: the inferred value is $\langle r^{-3}\rangle^{-1/3}$, and a harmonic zero-point stretch at 2300–2800 cm⁻¹ makes the mean distance 3–4% longer than 0.886 Å. Relaxation by the metal nucleus is not included; where it is appreciable, it must be subtracted first. The remaining figures are in the numerical output below.

## Computed values

```
input T1 minimum: 20.0 ms
input proton frequency: 400 MHz
input temperature: 220 K
dipolar constant b: 7.5474e+05 rad/s angstrom^3
y = (omega tau_c)^2 at minimum: 0.3792
omega tau_c at minimum: 0.6158
maximum g: 1.4252
tau_c at minimum: 0.2450 ns
K tau_c at r_fast: 2.66e-04
r = C (T1min/s)^(1/6) (nu/MHz)^(-1/6), in angstrom:
  C without rotation: 5.817
  C with fast rotation: 4.617
r without rotation: 1.1166 angstrom
r with fast rotation: 0.8862 angstrom
distance ratio: 0.7937
stochastic Liouville T1 at the same tau_c:
  rigid at r_slow: 20.000 ms
  rigid at r_fast: 5.000 ms
  quarter-turn jumps at r_fast: 19.871 ms
  half-turn jumps at r_fast: 5.000 ms
  tau_i/tau_c of quarter turns: 0.0010
  T1 ratio quarter turns/rigid: 3.9743
twofold barrier 4 kJ/mol:
  classical <cos 2phi>: 0.479, F: 0.422
  classical r: 0.967 angstrom
  quantum <cos 2phi>: 0.408, F: 0.375
  quantum r: 0.948 angstrom
twofold barrier 8 kJ/mol:
  classical <cos 2phi>: 0.726, F: 0.646
  classical r: 1.038 angstrom
  quantum <cos 2phi>: 0.639, F: 0.556
  quantum r: 1.013 angstrom
thermal time per radian: 0.047 ps
tau_i 1 ps: F 0.2566, r 0.8901 angstrom
tau_i 10 ps: F 0.3134, r 0.9203 angstrom
5 degree tilt: F 0.2387
  r with tilt: 0.8795 angstrom
total rate at minimum: 50.00 1/s
four protons at 2.6 angstrom: 1.25 1/s
  r_fast after subtraction: 0.8900 angstrom
tumbling diffusion ratio 2, unique axis = rotor axis:
  rigid peak rate relative to isotropic: 0.9810
  r without rotation: 1.1130 angstrom
  distance ratio: 0.7962
```
